# Why current-induced torques in a spin valve need not cancel

## Definitions and conventions

A spin valve has two ferromagnetic layers separated by a normal-metal spacer and joined to nonmagnetic leads. The growth direction is \(x\). Spin directions are referred to their own axes, which may be chosen freely because spin-orbit coupling is left out.

The unit vector \(\mathbf m_i\) gives the majority-spin direction in layer \(i\). We choose

\[
\mathbf m_1=(0,0,1),\qquad \mathbf m_2=(\sin\theta,0,\cos\theta),
\]

so that \(\hat{\mathbf y}\) is normal to the plane of the two vectors. An electron in layer \(i\) has the mean-field Hamiltonian

\[
H=\frac{p^2}{2m_e}+\frac U2\,(1-\boldsymbol\sigma\cdot\mathbf m_i),
\]

which puts the minority band an energy \(U\) above the majority band. In the spacer and leads the potential is zero.

\(\mathbf T_i\) is the torque exerted by the electrons on layer \(i\), that is, the rate at which they give it angular momentum. Its in-plane part is \(a_i\mathbf t_i\), with \(\mathbf t_i=\hat{\mathbf y}\times\mathbf m_i\), so

\[
\mathbf t_1=(1,0,0),\qquad \mathbf t_2=(\cos\theta,0,-\sin\theta).
\]

A positive \(a_i\) turns \(\mathbf m_i\) about \(\hat{\mathbf y}\) in the sense that carries \(z\) toward \(x\). A positive \(a_2\) therefore increases the angle \(\theta\) between the layers, and a positive \(a_1\) decreases it. \(\mathbf Q\) is the electron spin current, counted positive along \(+x\). Electrons flow from layer 1 to layer 2; \(e\), \(V\) and the current density \(J\) are taken as positive magnitudes.

Dipolar fields, anisotropy and spin-flip scattering are left out at first. The magnetizations are taken to move so slowly that the electrons are in a steady state.

## The belief and its appeal

The belief is this: the layers act on each other through the electrons between them, so the torque on one must be equal and opposite to the torque on the other, with or without a current. Spin taken from layer 1 is delivered to layer 2.

Two true statements support it. Angular momentum is conserved, and equilibrium exchange torques do cancel in this model. The error lies in treating the two layers as a closed system when electrons enter and leave through the leads.

## The torque on one layer

Heisenberg's equation gives the exchange contribution to the electron's spin motion:

\[
\frac{d}{dt}\frac{\hbar\sigma_k}{2}
=\frac i\hbar\Big[-\frac U2 m_j\sigma_j,\frac{\hbar\sigma_k}{2}\Big]
=-\frac{iU}{4}\,m_j[\sigma_j,\sigma_k].
\]

Repeated indices are summed. With \([\sigma_j,\sigma_k]=2i\epsilon_{jkl}\sigma_l\), this becomes

\[
\frac U2\,\epsilon_{jkl}m_j\sigma_l=\frac U2(\boldsymbol\sigma\times\mathbf m)_k .
\]

The layer receives the opposite torque. Writing \(\mathbf s=\psi^\dagger\boldsymbol\sigma\psi\), summed over the occupied states,

\[
\mathbf T_i=\frac U2\int_{\text{layer }i}\mathbf m_i\times\mathbf s\,dx .
\tag{1}
\]

Hence \(\mathbf T_i\cdot\mathbf m_i=0\): the torque turns the magnetization without changing its length.

The kinetic energy moves spin from place to place. From \(i\hbar\,\partial_t\psi=-(\hbar^2/2m_e)\psi''\),

\[
\partial_t(\psi^\dagger\boldsymbol\sigma\psi)
=\frac{i\hbar}{2m_e}\,\partial_x\big(\psi^\dagger\boldsymbol\sigma\psi'-\psi'^\dagger\boldsymbol\sigma\psi\big)
=-\frac{\hbar}{m_e}\,\partial_x\,\mathrm{Im}(\psi^\dagger\boldsymbol\sigma\psi').
\]

The second equality holds because the bracket is a quantity minus its complex conjugate. Multiplying by \(\hbar/2\) identifies the spin current,

\[
\mathbf Q=\frac{\hbar^2}{2m_e}\,\mathrm{Im}(\psi^\dagger\boldsymbol\sigma\psi').
\]

In a steady state the two contributions add to zero:

\[
0=-\partial_x\mathbf Q+\frac U2\,\mathbf s\times\mathbf m .
\]

Integrating over a layer and using (1) gives \(\mathbf Q_{\rm right}-\mathbf Q_{\rm left}=-\mathbf T_i\). No torque acts in the spacer or leads, so \(\mathbf Q\) is uniform in each of them. With \(L\), \(sp\) and \(R\) for left lead, spacer and right lead,

\[
\mathbf T_1=\mathbf Q_L-\mathbf Q_{sp},\qquad
\mathbf T_2=\mathbf Q_{sp}-\mathbf Q_R,
\]

\[
\boxed{\;\mathbf T_1+\mathbf T_2=\mathbf Q_L-\mathbf Q_R\;}
\tag{2}
\]

The spacer current, which carries the mutual action of the layers, drops out of the sum. What remains is the exchange of angular momentum with the outside. If both leads ended in walls and no spin relaxed, a steady state would have \(\mathbf Q_L=\mathbf Q_R=0\), and the belief would hold.

## Equilibrium: why the torques cancel

Let \(r,t\) be the \(2\times2\) spin matrices of reflection and transmission for electrons from the left, and \(r',t'\) those for electrons from the right. Rows label outgoing spin, columns incoming spin.

In a lead, a wave \(Ae^{ikx}+Be^{-ikx}\) carries a spin current proportional to \(A^\dagger\boldsymbol\sigma A-B^\dagger\boldsymbol\sigma B\). The cross terms in \(\psi^\dagger\boldsymbol\sigma\psi'\) are \(ik\) times a quantity minus its conjugate, hence real, and do not contribute to the imaginary part.

Incoming electrons are unpolarized, and \(\mathrm{Tr}\,\boldsymbol\sigma=0\), so the incident waves carry no net spin. Per transverse mode and unit energy, the incoming rate is \(1/h\) for each spin, and each electron carries \(\hbar/2\). Since \((\hbar/2)/h=1/4\pi\), equal filling from both sides gives

\[
\frac{d\mathbf Q_L}{dE}=-\frac1{4\pi}\mathrm{Tr}\,\boldsymbol\sigma(rr^\dagger+t't'^\dagger),\qquad
\frac{d\mathbf Q_R}{dE}=\frac1{4\pi}\mathrm{Tr}\,\boldsymbol\sigma(tt^\dagger+r'r'^\dagger).
\]

Unitarity of the scattering matrix \(S\), in the form \(SS^\dagger=1\), makes each bracket the unit matrix. Both lead currents vanish at every energy, so \(\mathbf T_1=-\mathbf T_2\). This common line is perpendicular to \(\mathbf m_1\) and to \(\mathbf m_2\). For noncollinear layers it is therefore the \(y\) axis, and equilibrium gives no in-plane torque.

Energy leads to the same result. The grand potential \(\Omega\) obeys \(d\Omega/d\theta=\langle\partial H/\partial\theta\rangle\). Since \(d\mathbf m_2/d\theta=\hat{\mathbf y}\times\mathbf m_2\),

\[
\frac{d\Omega}{d\theta}
=-\frac U2\int\mathbf s\cdot(\hat{\mathbf y}\times\mathbf m_2)\,dx
=-\frac U2\int\hat{\mathbf y}\cdot(\mathbf m_2\times\mathbf s)\,dx=-T_{2y}.
\]

Turning both layers together leaves \(\Omega\) unchanged, so \(T_{1y}=+d\Omega/d\theta\). This reasoning needs an energy that depends on the layers' relative angle alone, and a current-carrying state is not described by such an equilibrium energy.

## Under bias: why they do not

Now let electrons from the left fill an extra energy window \(eV\). To first order in \(V\), and per mode,

\[
\mathbf Q_L=-\frac{eV}{4\pi}\mathrm{Tr}\,\boldsymbol\sigma rr^\dagger,\qquad
\mathbf Q_R=\frac{eV}{4\pi}\mathrm{Tr}\,\boldsymbol\sigma tt^\dagger,
\]

\[
\mathbf T_1+\mathbf T_2=-\frac{eV}{4\pi}\mathrm{Tr}\,\boldsymbol\sigma(rr^\dagger+tt^\dagger).
\tag{3}
\]

Unitarity fixes \(r^\dagger r+t^\dagger t=1\), which says that each incoming electron goes somewhere. It does not fix \(rr^\dagger+tt^\dagger\), which contains the spins with which electrons leave.

One may instead raise the left lead by \(eV/2\) and lower the right one by \(eV/2\). This differs from the first choice by an equal filling of both leads, which adds nothing to \(\mathbf Q_L\) or \(\mathbf Q_R\). Equation (3) is unaffected. The individual \(y\) torques can change, by equal and opposite amounts. The symmetric division is used below.

Geometry makes the conclusion stronger. Because \(\mathbf t_1\cdot\mathbf t_2=\cos\theta\),

\[
|a_1\mathbf t_1+a_2\mathbf t_2|^2
=a_1^2+a_2^2+2a_1a_2\cos\theta
=(a_1+a_2\cos\theta)^2+a_2^2\sin^2\theta\ \ge\ a_2^2\sin^2\theta ,
\]

and likewise with the labels exchanged. For \(0<\theta<\pi\), in-plane torques can cancel only if both are zero. They point along different lines, each perpendicular to its own magnetization. Any in-plane torque in this model therefore requires a spin current in at least one lead.

## Identical layers turn in the same sense

Let the two layers be identical. Reflect the valve in \(x\), which exchanges the layers and reverses the bias. Then turn all spins by half a revolution about the bisector of \(\mathbf m_1\) and \(\mathbf m_2\). This restores the original magnetizations. The half-turn takes \(\mathbf m_1\) to \(\mathbf m_2\) and \(\hat{\mathbf y}\) to \(-\hat{\mathbf y}\), hence \(\mathbf t_1\) to \(-\mathbf t_2\). Therefore \(a_2(-V)=-a_1(V)\), and in linear response

\[
a_2(V)=a_1(V).
\]

One layer turns toward its partner while the partner turns away. Setting \(a_1=a_2=a\) in the squared sum gives \(2a^2(1+\cos\theta)\), so the in-plane sum has length \(2|a|\cos(\theta/2)\). At small angles this approaches twice either torque.

A further limit shows where the angular momentum goes. Suppose each layer removes all spin transverse to itself from the electrons leaving through it, and the remaining lead currents have equal strength:

\[
\mathbf Q_L=q\,\mathbf m_1,\qquad \mathbf Q_R=q\,\mathbf m_2 .
\]

Since \(\mathbf T_i\cdot\mathbf m_i=0\), the spacer current has projection \(q\) on both magnetizations. Writing its in-plane part as \(\alpha\mathbf m_1+\beta\mathbf m_2\) gives \(\alpha+\beta\cos\theta=q\) and \(\alpha\cos\theta+\beta=q\), so \(\alpha=\beta=q/(1+\cos\theta)\). With \(\mathbf m_2\cdot\mathbf t_1=\sin\theta\) and \(\mathbf m_1\cdot\mathbf t_2=-\sin\theta\),

\[
a_1=-\beta\sin\theta,\qquad a_2=-\alpha\sin\theta,\qquad
a_1=a_2=-q\tan\frac\theta2 .
\tag{4}
\]

The strength \(q\) itself depends on \(\theta\). At \(\theta=\pi\) the spacer current would need projection \(q\) on two opposite vectors, which forces \(q=0\).

## A number for a Co/Cu/Co-like valve

Take a fixed layer of 8 nm, a spacer of 4 nm and a free layer of 3 nm, with Fermi energy \(E_F=7\) eV, \(U=4\) eV and \(\theta=90^\circ\). The current density is 10 MA/cm², or \(10^{11}\) A/m².

Motion parallel to the layers is free, with a constant density \(m_e/2\pi\hbar^2\) of transverse modes per area and energy. At the Fermi level, each normal energy \(E\) between 0 and \(E_F\) pairs with one in-plane energy \(E_F-E\). Bias quantities thus carry the weight 1 in the integral over \(E\). In equilibrium all in-plane energies from 0 to \(E_F-E\) are filled, and the weight is \(E_F-E\). The conductance per area is

\[
G=\frac{e^2}{h}\,\frac{m_e}{2\pi\hbar^2}\int_0^{E_F}\mathrm{Tr}\,tt^\dagger\,dE
=0.600\times10^{15}\ \text{S/m}^2 ,
\]

so \(V=J/G=0.167\) mV. The natural unit of torque per area is \(\hbar J/2e=32.9\) µJ/m².

The bias contributions, in µJ/m² and in the order \((x,y,z)\), are

\[
\mathbf T_1=(-14.6,\,-0.7,\,0.0),\qquad
\mathbf T_2=(0.0,\,0.2,\,14.6),
\]

\[
\mathbf T_1+\mathbf T_2=(-14.6,\,-0.5,\,14.6).
\]

The in-plane sum has length 20.6 µJ/m², about \(\sqrt2\) times either torque. The belief predicts zero.

The lead currents complete the account:

\[
\mathbf Q_L=(0.0,\,-0.7,\,14.6),\qquad
\mathbf Q_R=(14.6,\,-0.2,\,0.0).
\]

Layer 1 loses \(x\) angular momentum, but layer 2 does not receive it: electrons carry it into the right lead, polarized along \(\mathbf m_2\). Layer 2 gains \(z\) angular momentum, balanced by reflected electrons that carry negative \(z\) spin into the left lead.

These torques were computed from the volume integral (1), and the lead currents from \(r\) and \(t\). Their agreement tests (2). The currents also lie close to the limit behind (4), with \(q\approx14.6\) µJ/m² and \(\tan45^\circ=1\).

In the same state, the equilibrium torques are \(T_{1y}=-49.1\) and \(T_{2y}=+49.1\) µJ/m². A separate calculation used scattering phases. An eigenvalue \(e^{i\varphi}\) of \(S\) shifts the quantization condition in long leads and adds \(\varphi/2\pi\) states below the given energy, so the phase of \(\det S\) determines \(\Omega(\theta)\). There are no bound states to add, because the potential is nowhere negative. The result is \(d\Omega/d\theta=-49.1\) µJ/m², as required.

At this exact spacer thickness the equilibrium torques are larger than the current-induced ones, yet they cancel while the smaller ones do not. Their size and sign are special to that thickness: in this model they oscillate as the spacer grows, with a period near \(\pi/k_F=0.23\) nm (\(k_F\) is the Fermi wavenumber), and pass through zero. Their size also depends on the magnetic layers: a free layer of 3.2 nm instead of 3 nm gives 32 instead of 49 µJ/m². In a real valve the crystal lattice changes the period, and uneven interfaces reduce the average. Reversing the current separates the two kinds of torque: the linear bias part changes sign and the equilibrium part does not.

At fixed current density, each in-plane torque is about \(-9.9\) µJ/m² at 60° and \(-17.6\) µJ/m² at 120°. The corresponding sums have lengths 17.2 and 17.6 µJ/m², in agreement with \(2|a|\cos(\theta/2)\). For these thicknesses the two in-plane torques differ by less than 0.3% at the angles computed, but so close a match is not general: at 90° a spacer of 4.06 nm gives \(-15.1\) and \(-14.6\) µJ/m², about 3% apart. The small \(y\) components of the bias torques are more sensitive still, and both have the opposite sign for a spacer of 4.12 nm. For two 3 nm layers at 90°, both are \(-14.4\) µJ/m².

## What a real valve changes

The thicknesses and current density are of the order used in metallic Co/Cu/Co pillars, and 7 eV is a rough free-electron value for Cu. The 4 eV step is an effective parameter, not a computed Co band splitting. It stands in for the poor match between Cu states and Co minority states, and gives a mean minority transmission of 0.36 per interface when averaged over all lead modes, including those with normal energy below \(U\) that are totally reflected (0.85 over the open modes alone), which is a value of this model and not of a real Co/Cu interface.

Ballistic motion is a poor assumption here. With a rough mean free path of 6 nm in Co (a figure for majority electrons; that of minority electrons is much shorter), a fraction of only 0.16 of the electrons moving along \(x\) would cross 11 nm of Co unscattered, and a smaller fraction of those moving obliquely. The model does not determine the resulting change in torque, so 14.6 µJ/m² is an estimate of scale. Scattering that does not depend on spin leaves balance (2) intact, because it adds no torque to the continuity equation. Scattering in Co does depend on spin, and this adds an exchange torque beyond (1). Balance (2) then holds if that torque is included in \(\mathbf T_i\).

Spin flips do alter the balance, by making the lattice another receiver of angular momentum. The Co thickness is about 0.28 of a rough 40 nm spin diffusion length, so the correction need not be negligible. Its size is not calculated here. Spin that escapes into real leads is also passed to the lattice eventually, farther away.

Raising the temperature to 300 K in the electron occupations alone, at fixed current density, changes the in-plane torques by less than 0.1%, but reduces the equilibrium torque from 49.1 to 42.9 µJ/m² in magnitude.

Magnetic fields can matter more. For a pillar of 50 nm radius and a magnetization of 1.4 MA/m, the Oersted field gives a local torque of up to 13 µJ/m² at the edge of the free layer. This field circles the axis, so for a uniformly magnetized free layer its torque averages to zero over the disc. If the fixed layer is patterned to the same radius and magnetized in its plane, its dipolar field on the pillar axis gives a torque there of up to about 280 µJ/m², depending on the angle between the field and the free magnetization. That torque exists without current, and the cancellation proved above does not cover it: dipolar energy depends on the directions of the magnetizations in space, not just on their relative angle. For two coaxial round layers magnetized uniformly in their planes, the total dipolar torques still cancel, because turning both magnetizations about the pillar axis leaves the energy unchanged. Once a magnetization tilts out of the plane, they need not cancel. The equal-and-opposite rule thus has conditions even in equilibrium. Under current, and without spin flips or dipolar fields, the quantity to balance is the angular momentum of the layers together with that carried by the leads, as the numerical output shows component by component. In a real valve the lattice and the torques from dipolar and Oersted fields must be added to the account.

## Numbers as computed

```
fixed layer, spacer, free layer: 8.0, 4.0, 3.0 nm
Fermi energy 7.0 eV, minority step 4.0 eV
Fermi wavenumber 13.55 1/nm
mean minority interface transmission 0.363
current density 10.0 MA/cm2
Angle 90 deg, T = 0; torques per area in uJ/m2
conductance per area 0.5995 1e15 S/m2
voltage 0.1668 mV
unit hbar J/(2e) 32.911 uJ/m2
vectors below: x, y, z components, uJ/m2
bias torque on layer 1    -14.591   -0.723    0.000
bias torque on layer 2     -0.000    0.233   14.603
sum of bias torques       -14.591   -0.490   14.603
spin current, left lead     0.026   -0.723   14.625
spin current, spacer       14.617    0.000   14.625
spin current, right lead   14.617   -0.233    0.022
left minus right lead     -14.591   -0.490   14.603
equilibrium torque on 1    -0.000  -49.069    0.000
equilibrium torque on 2    -0.000   49.069    0.000
dOmega/dtheta from scattering phase -49.069 uJ/m2
in-plane torque / unit: layer 1 -0.4433, layer 2 -0.4437
free-layer turning rate -0.612 rad/ns
Angle table, uJ/m2: in-plane 1, in-plane 2, in-plane sum size, equilibrium y on 1
  60 deg   -9.923   -9.919   17.183  -42.445
  90 deg  -14.591  -14.603   20.643  -49.069
 120 deg  -17.601  -17.627   17.614  -42.541
 150 deg  -14.432  -14.458    7.477  -24.578
identical 3 nm layers, 90 deg: in-plane -14.424, -14.424 uJ/m2
Neglected effects (rough inputs)
300 K: in-plane torques -14.594, -14.613 uJ/m2
300 K: equilibrium y torque on 1 -42.911 uJ/m2
mean free paths: Cu 40 nm, Co 6 nm
unscattered fraction: Cu spacer 0.90, both Co layers 0.16
spin diffusion lengths: Cu 400 nm, Co 40 nm
thickness / spin diffusion length: Cu 0.010, Co 0.275
pillar radius 50 nm, magnetization 1.4 MA/m
Oersted field at edge 3.14 mT, largest torque 13.19 uJ/m2
dipolar field of patterned fixed layer 66.7 mT, largest torque 280.2 uJ/m2
```
